# Beam energy for a 100 nm electron range in silicon

## The problem

A scanning electron microscope is to image the top 100 nm of a thick piece of silicon. The beam arrives along the surface normal, and the electrons should give up their energy within that depth. The penetration is described by the Kanaya-Okayama range,

$$
R=\frac{0.0276\,A\,E^{1.67}}{Z^{0.89}\rho},
$$

where $R$ comes out in µm when the beam energy $E$ is in keV, the molar mass $A$ in g/mol and the density $\rho$ in g/cm³. For silicon, $Z=14$, $A=28.085$ g/mol and $\rho=2.33$ g/cm³.

(a) Which beam energy gives $R=100$ nm?

(b) If the energy can be set in steps of 0.1 keV, which setting keeps the range within 100 nm?

(c) In what sense does this energy confine the electrons?

The formula is semi-empirical: its coefficient and exponents are taken as given here. It was made for higher energies than those found below, so its use for a 100 nm depth is an extrapolation that needs a separate check. The silicon is treated as uniform and amorphous. The energy $E$ is the landing energy, with which the electron meets the surface; if the stage is biased, this differs from the energy given by the gun.

## A first estimate by scaling

The range grows with energy for two reasons: a faster electron has more energy to lose, and it loses it more slowly. The second effect follows from a short classical argument.

Let a beam electron of mass $m$ and speed $v$ pass an atomic electron at distance $b$. Write $q^2=e^2/(4\pi\varepsilon_0)$, so that the force at closest approach is $q^2/b^2$. For a nearly straight track, the sideways momentum given to the atomic electron is

$$
\Delta p=\int_{-\infty}^{\infty}\frac{q^2 b\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2q^2}{bv}.
$$

The energy transferred is therefore

$$
W=\frac{(\Delta p)^2}{2m}=\frac{2q^4}{mv^2b^2}=\frac{q^4}{Eb^2},
$$

since $mv^2=2E$. The area belonging to distances between $b$ and $b+db$ is $2\pi b\,db=\pi\,d(b^2)$. With $b^2=q^4/(EW)$, the cross section for a loss between $W$ and $W+dW$ is

$$
d\sigma=\frac{\pi q^4}{E}\,\frac{dW}{W^2}.
$$

Let $n$ be the number of atoms per volume, so that $nZ$ is the density of electrons. The mean energy loss per path length is then

$$
S=nZ\int W\,d\sigma=\frac{C}{E}\ln\frac{W_{\max}}{W_{\min}},\qquad C=\pi nZq^4.
$$

If the slowly varying logarithm is treated as constant, $S\propto1/E$. The path needed to stop is $\int dE/S\propto\int E\,dE\propto E^2$. Scattering bends the path, but for a first estimate the depth is taken to scale in the same way.

This law needs one known point. At 1 keV the factor $E^{1.67}$ equals one, and the range formula gives

$$
K=\frac{1000\times0.0276\times28.085}{10.473\times2.33}\ \text{nm}=31.77\ \text{nm},
$$

where $Z^{0.89}=10.473$ and the factor 1000 converts µm to nm. The target is deeper by the factor $100/K=3.148$. Quadratic scaling then gives

$$
E_{\text{est}}=\sqrt{3.148}\ \text{keV}=1.77\ \text{keV}.
$$

## The exact solution of the range formula

With $K$ in nm and $E$ in keV, the range formula is

$$
R=K E^{1.67}.
$$

Since $K>0$ and the exponent is positive, $R$ rises steadily with $E$, and each depth belongs to one energy. Dividing by $K$ and raising both sides to the power $1/1.67$ gives

$$
E=\left(\frac{R}{K}\right)^{1/1.67}.
$$

For the present depth, with $1/1.67=0.5988$,

$$
E=3.1479^{\,0.5988}\ \text{keV}
=\exp(0.5988\times1.1467)\ \text{keV}=1.987\ \text{keV}.
$$

A numerical root of the original formula gives the same value. The answer to (a) is **about 2.0 keV**, or 2000 eV. The third decimal is arithmetic and says nothing about how well the formula describes silicon.

For (b), the rounded value must be put back into the formula. At 2.0 keV the range is 101.1 nm, slightly more than allowed; at 1.9 keV it is 92.8 nm. If 100 nm is a strict limit on the nominal range, the setting is 1.9 keV. If it is a target, 2.0 keV misses it by 1.1%, far less than the uncertainty of the model.

The inverse also shows how an error in depth carries over to the energy. Taking logarithms,

$$
\ln E=\frac{\ln R-\ln K}{1.67},
$$

and differentiating at fixed $K$,

$$
\frac{dE}{E}=0.5988\,\frac{dR}{R}.
$$

A target 20% deeper needs an energy higher by the factor $1.2^{0.5988}=1.115$, a rise of 11.5%. If instead the depth is held at 100 nm and the true $K$ is 20% larger than the formula says, the energy must be lowered by the factor $1.2^{-0.5988}=0.897$, a fall of about 10%. The energy is thus less uncertain, in relative terms, than the range.

The same law serves for other depths. Doubling the depth to 200 nm multiplies the energy by $2^{0.5988}=1.514$, which gives $1.514\times1.987=3.01$ keV. In the other direction, raising the beam to 5 keV takes the nominal range to 467 nm, well beyond the layer of interest.

## Comparing the estimate with the solution

The estimate of 1.77 keV is 11% below the solution of 1.99 keV. Both start from the same range at 1 keV, so the whole difference comes from the exponent:

$$
\frac{E_{\text{est}}}{E}
=\left(\frac{R}{K}\right)^{1/2-1/1.67}
=3.1479^{-0.0988}=0.893.
$$

The error depends on the chosen starting point. Starting from the 467 nm range at 5 keV, quadratic scaling gives

$$
E_{\text{est}}=5\sqrt{\frac{100}{466.9}}\ \text{keV}=2.31\ \text{keV},
$$

which is 16% too high. A law that is too steep underestimates the energy when scaling up from a shallow range, and overestimates it when scaling down from a deep one.

The depth also depends on how scattering changes with energy, so only the path length is treated here. For that length, the exponent falls below 2 because the logarithm in the stopping power is not constant. The quantum treatment by Bethe fixes its argument, and the Joy-Luo correction keeps it usable at low energy. Both are taken as given:

$$
S=\frac{2C}{E}L(E),\qquad
L(E)=\ln\frac{1.166\,(E+0.85J)}{J}.
$$

Here $J$ is the mean excitation energy of the atom, 172.1 eV for silicon by a standard fit in $Z$. The mean path length down to a low cut-off energy $E_c$ is

$$
P(E)=\int_{E_c}^{E}\frac{dE'}{S(E')}
=\frac{1}{2C}\int_{E_c}^{E}\frac{E'\,dE'}{L(E')}.
$$

Its local exponent follows from $dP/dE=1/S$:

$$
p=\frac{d\ln P}{d\ln E}=\frac{E}{P}\frac{dP}{dE}=\frac{E}{PS}.
$$

Since $L$ increases with energy, $L(E')<L(E)$ throughout the slowing down. Replacing $L(E')$ by $L(E)$ in the integral makes it smaller, so that

$$
P>\frac{E^2-E_c^2}{4CL(E)}
=\frac{E}{2S}\left(1-\frac{E_c^2}{E^2}\right).
$$

With $E_c=50$ eV the last bracket differs from one by less than 0.1% at 2 keV. Apart from that small correction, $p<2$: the slower part of the track is longer than a constant logarithm would make it.

The size of the effect can be worked out. Silicon has $n=49.96$ atoms per nm³, hence $nZ=699.4$ electrons per nm³. With $q^2=1.440$ eV nm,

$$
2C=2\pi\times699.4\times1.440^2\ \text{eV}^2/\text{nm}
\approx9.11\times10^3\ \text{eV}^2/\text{nm}.
$$

At the solution energy, $L=2.671$, and

$$
S=\frac{9.11\times10^3\times2.671}{1987}\ \text{eV/nm}
\approx12.2\ \text{eV/nm}.
$$

Integration gives $P=102.7$ nm. The local exponent is then

$$
p=\frac{1987}{102.7\times12.25}=1.58.
$$

Averaged between 2 and 20 keV, the exponent of $P$ is 1.69, close to the 1.67 of the range formula. Near 2 keV the stopping theory therefore gives a somewhat weaker energy dependence than the formula, while over this wider interval the two nearly agree. The agreement depends on the interval: the average exponent of $P$ is 1.59 between 1 and 5 keV and 1.76 between 10 and 30 keV.

The path length also checks the scale of the answer. The energy for which $P=100$ nm is 1.95 keV, 2% below the solution of the range formula. This closeness must be read with care: $P$ is measured along a bent track, whereas $R$ is a nominal depth. It shows that the extrapolated formula gives a length of the right size at 2 keV, but it does not make the two quantities identical.

## What confinement means

A depth can be much smaller than a path length because the nuclei deflect the electrons. A simple description uses the screened Rutherford cross section,

$$
\frac{d\sigma_{\text{el}}}{d\Omega}
=\left(\frac{Zq^2}{4E}\right)^2
\frac{1}{[\sin^2(\theta/2)+\alpha]^2},
\qquad
\alpha=\frac{0.0034\,Z^{0.67}}{E},
$$

with $E$ in keV in the expression for $\alpha$, which is a standard fit. Put $x=1-\cos\theta$, so that $\sin^2(\theta/2)=x/2$ and $d\Omega=2\pi\,dx$ after integration over azimuth. Then

$$
\sigma_{\text{el}}
=\left(\frac{Zq^2}{4E}\right)^2 8\pi\int_0^2\frac{dx}{(x+2\alpha)^2}
=\left(\frac{Zq^2}{4E}\right)^2\frac{4\pi}{\alpha(1+\alpha)}.
$$

The mean of $x$ in one collision is

$$
\langle x\rangle
=2\alpha(1+\alpha)\int_0^2\frac{x\,dx}{(x+2\alpha)^2}
=2\alpha\left[(1+\alpha)\ln\frac{1+\alpha}{\alpha}-1\right].
$$

At 1.987 keV, $\alpha=0.0100$ and $\langle x\rangle=0.0734$. The mean free path is $\lambda=1/(n\sigma_{\text{el}})=2.51$ nm. Most deflections are small, and the direction is lost over the longer transport length

$$
\lambda_{\text{tr}}=\frac{\lambda}{\langle x\rangle}
=\frac{2.51}{0.0734}\ \text{nm}=34.2\ \text{nm}.
$$

To see why this is the relevant length, let $u$ be the cosine between the direction of flight and the inward normal. A deflection by $\theta$ with random azimuth changes the mean of $u$ to $u\cos\theta$. Along the path $s$ this gives

$$
\frac{d\langle u\rangle}{ds}=-\frac{\langle u\rangle}{\lambda_{\text{tr}}},
\qquad
\langle z\rangle=\int_0^P
\exp\left(-\int_0^s\frac{ds'}{\lambda_{\text{tr}}}\right)ds.
$$

The second formula is the mean final depth when energy is lost smoothly and the surface is ignored, so that electrons may also end at negative depth. It gives 25.2 nm, about a quarter of the path length. Ten thousand simulated histories gave 25.6 nm with a standard error of 0.2 nm. This differs from the integral by a little under two standard errors, which chance can explain.

With the surface restored, an electron that returns to it escapes. For each incident electron, including those that escape, the greatest depth reached was recorded. With smooth energy loss, 50% of the electrons stayed above 35 nm, 90% above 58 nm and 99% above 72 nm. None of the ten thousand passed 100 nm. The path of 102.7 nm leaves room for such a passage if the track is almost straight, but the transport length makes that very unlikely.

Smooth loss is itself an approximation. Some electrons suffer fewer violent collisions than the average and travel farther. The classical cross section sizes this effect. Losses above $W_c=100$ eV are treated as separate events, up to $E/2$. In a collision with a larger transfer the struck electron would leave as the faster one. In the classical cross section such collisions would add about 6% to the number of events at the initial energy; they are not sampled separately. The quantum cross section for two identical electrons also contains an interference term, and with it the number of events is about 11% below the classical count used here. All 14 electrons are treated as free, although the L shell is bound by roughly 100 to 170 eV and the K shell by about 1.8 keV, so this treatment gives only the size of the effect. The number of separate events per path length is

$$
\frac{C}{E}\int_{W_c}^{E/2}\frac{dW}{W^2}
=\frac{C}{E}\left(\frac1{W_c}-\frac2E\right)
\approx0.021\ \text{nm}^{-1},
$$

or about one in 48 nm at the initial energy. They carry a mean loss of

$$
\frac{C}{E}\int_{W_c}^{E/2}\frac{dW}{W}
=\frac{C}{E}\ln\frac{E}{2W_c}
\approx5.3\ \text{eV/nm}.
$$

The remaining smooth loss is $12.2-5.3\approx7$ eV/nm. An electron that happens to avoid the separate events therefore slows down, at first, at little more than half the average rate. The mean stopping power is unchanged by this division. In the histories without a surface, the path integral of $S$ averaged 1.941 keV, with a standard error of 0.004 keV, against the 1.937 keV needed to slow from the beam energy to 50 eV.

With these random losses and the surface in place, the depth holding 99% of the electrons rises from 72 to 83 nm, and 0.10% of them pass 100 nm. In these histories each separate event also deflects the electron, as in a collision of two free electrons. The fraction rests on ten histories and also depends on the choice of $W_c$, so it shows only the order of magnitude: as $W_c$ goes from 50 to 200 eV it falls from about 0.13% to about 0.02%, and the 99% depth from about 85 to about 81 nm. The median changes little, from 35 to 33 nm.

The elastic cross section is another source of uncertainty. Halving it at all energies, with the beam energy and the random losses held fixed, moves the 99% depth to 104 nm, and 1.7% of the electrons pass 100 nm. The backscattered fraction falls from 23% to 12%. Halving is chosen to show the sensitivity; it is not an error bar. The screened Rutherford formula becomes less reliable as the electrons slow down, and the histories do not test it. A partial-wave calculation in the static potential of a free silicon atom indicates that it deflects the electrons too strongly: the transport length comes out near 45 nm instead of 35 nm at 2 keV, and near 11 nm instead of 7 nm at 0.8 keV. With cross sections matched to these values and the same random losses, the depths holding 50, 90 and 99% of the electrons become about 39, 69 and 92 nm, about 0.4% pass 100 nm, and the backscattered fraction is about 18%.

The answer to (c) is therefore statistical. In this model, at 1.99 keV very few primary electrons go deeper than 100 nm, and half of them never go deeper than about 35 nm. Between a fifth and a quarter leave the silicon again through the surface and carry some of their energy away. With the partial-wave cross sections these last two figures become about 39 nm and 18%, and with the elastic scattering halved 47 nm and 12%. In all these cases the nominal range lies in the far tail of the penetration. It is neither a wall nor the typical depth from which a signal comes.

## The real instrument and specimen

The density used is that of crystalline silicon. An amorphous film may be a few percent less dense; at fixed depth $E\propto\rho^{0.5988}$, so a density lower by 2% lowers the required energy by about 1.2%. A native oxide of roughly 2 nm, counted as if it were silicon, takes up 2% of the depth and, at 12.2 eV/nm, about 24 eV or 1.2% of the beam energy. A device made of several materials breaks the assumption of uniformity more seriously, because $A/(Z^{0.89}\rho)$ then changes from layer to layer and a single value of $K$ no longer applies.

Several effects remain outside the calculation. The relativistic correction to the squared speed, on which the stopping power depends, is about $3E/(2mc^2)=0.58\%$ and can be ignored here. Below 50 eV the stopping formula is unreliable; the energy left divided by the stopping power there gives a length of about 1 nm, which indicates the scale of the missing path and does not bound it. In a crystal, electrons that enter along open atomic rows can be channelled to greater depth, and an insulating layer can charge and alter the landing energy. Neither effect has been sized here.

Secondary electrons were not followed either. A violent collision can release one with up to half the energy that the primary electron still has. Near the surface this is about 1 keV, for which the nominal range is 32 nm; deeper in the layer it is less. This bound holds for collisions with free electrons only. The beam energy lies just above the K edge of silicon near 1.84 keV, so an occasional K-shell ionization can emit an Auger electron of about 1.6 keV, with a nominal range near 70 nm, or an X-ray that travels micrometres. A secondary electron released close to the lower edge of the layer can still carry some energy past 100 nm although the primary electron stops before it. Where even a small dose below the layer matters, as with a sensitive buried interface, the nominal range alone is not a sufficient criterion, and a lower energy gives a margin. The numerical output lists the main computed values.

## Computed values

```
Atomic number Z: 14
Molar mass A: 28.085 g/mol
Density rho: 2.33 g/cm3
Z^0.89: 10.473
Range prefactor K (range at 1 keV): 31.77 nm
Target depth: 100 nm
Ratio target/K: 3.1479
Inverse exponent 1/1.67: 0.5988
Beam energy, closed form: 1.9871 keV
Beam energy, numerical root: 1.9871 keV
Range at 1.0 keV: 31.8 nm
Range at 1.9 keV: 92.8 nm
Range at 2.0 keV: 101.1 nm
Range at 5.0 keV: 466.9 nm
Sensitivity dlnE/dlnR, finite difference: 0.5988
Energy rise for 20% more depth: 11.5 %
Mean excitation energy J: 172.1 eV
Stopping power at beam energy: 12.25 eV/nm
Mean path length to 50 eV: 102.7 nm
Energy with mean path 100 nm: 1.954 keV
Mean path exponent, 2 to 20 keV: 1.687
Path scale left at 50 eV, E/S: 0.96 nm
Relativistic scale E/(2mc2): 0.19 %
Elastic mean free path: 2.51 nm
Transport mean free path: 34.2 nm
Mean final depth, no surface, simulated: 25.62 nm
Mean final depth, no surface, quadrature: 25.18 nm
Standard error of simulated mean depth: 0.24 nm
Energy balance, simulated: 1.9408 keV
Energy balance, required: 1.9371 keV
Standard error of energy balance: 0.0043 keV
smooth loss: depth holding 50/90/99% of electrons: 35/58/72 nm
smooth loss: fraction passing 100 nm: 0.00 %
smooth loss: backscattered fraction: 21.1 %
random loss: depth holding 50/90/99% of electrons: 33/61/83 nm
random loss: fraction passing 100 nm: 0.10 %
random loss: backscattered fraction: 22.9 %
random loss, half elastic: depth holding 50/90/99% of electrons: 47/79/104 nm
random loss, half elastic: fraction passing 100 nm: 1.66 %
random loss, half elastic: backscattered fraction: 12.1 %
```
